# Square-grid errors in spin precession length under Rashba and Dresselhaus coupling, part 1

(Sections cited here and not found follow in the second part.)

Take a two-dimensional electron gas with effective mass $m^*=0.05\,m_e$, Rashba constant $\alpha=30$ meV nm and linear Dresselhaus constant $\beta=15$ meV nm, and put it on a square grid of spacing $a=4$ nm. At an energy of 15 meV the continuum model says that a spin carried along the $x$ axis turns through a full circle in 142.744 nm. The grid with ordinary central differences gives 143.112 nm. The same grid with SU(2) link matrices gives 142.744 nm, with no visible error. Along the direction at $112.5^\circ$ to the $x$ axis the continuum length is 216.598 nm, central differences give 220.828 nm, and the links give 220.274 nm. The scheme that is exact on the axis is wrong by 1.7 percent along this ray, and only slightly better there than the scheme it was meant to replace. Both facts follow from one form of the lattice Hamiltonian, which the two schemes share.

## The continuum model and the quantity to be reproduced

Energies are in meV and lengths in nm, so $\alpha$ and $\beta$ are in meV nm, and $\hbar^2/2m_e=38.09982$ meV nm². The axes $x$ and $y$ are the cubic directions [100] and [010], and only terms linear in $k$ are kept:

$$H=\frac{\hbar^2k^2}{2m^*}+\alpha(\sigma_xk_y-\sigma_yk_x)+\beta(\sigma_xk_x-\sigma_yk_y).$$

A grid treats the two directions of motion separately, so the spin terms are collected by the component of $k$ that they multiply:

$$H=\frac{\hbar^2k^2}{2m^*}+k_x(\beta\sigma_x-\alpha\sigma_y)+k_y(\alpha\sigma_x-\beta\sigma_y)=\frac{\hbar^2k^2}{2m^*}+\gamma\sum_{i=x,y}k_i\,\mathbf n_i\cdot\boldsymbol\sigma .$$

Both brackets are vectors of length $\gamma=\sqrt{\alpha^2+\beta^2}$ dotted into $\boldsymbol\sigma$, and the unit vectors are

$$\mathbf n_x=\frac{(\beta,-\alpha,0)}{\gamma},\qquad \mathbf n_y=\frac{(\alpha,-\beta,0)}{\gamma}.$$

Their scalar product is $\eta=\mathbf n_x\cdot\mathbf n_y=2\alpha\beta/\gamma^2$. Their vector product is $\mathbf n_x\times\mathbf n_y=\nu\,\hat{\mathbf z}$ with $\nu=[\beta(-\beta)-(-\alpha)\alpha]/\gamma^2=(\alpha^2-\beta^2)/\gamma^2$. Since $(\alpha^2-\beta^2)^2+4\alpha^2\beta^2=\gamma^4$, one has $\nu^2=1-\eta^2$.

Define the wave number $\kappa=m^*\gamma/\hbar^2$ and the matrices $A_i=\kappa\,\mathbf n_i\cdot\boldsymbol\sigma$. Because $(\mathbf n\cdot\boldsymbol\sigma)^2=1$ for a unit vector, $A_i^2=\kappa^2$, and because $A_i$ is constant it commutes with $k_i$, so $(k_i+A_i)^2=k_i^2+2k_iA_i+\kappa^2$. Multiplied by $\hbar^2/2m^*$, the middle term is $(\hbar^2\kappa/m^*)\,k_i\,\mathbf n_i\cdot\boldsymbol\sigma=\gamma k_i\,\mathbf n_i\cdot\boldsymbol\sigma$, which is the spin-orbit term. Subtracting the two constants,

$$H=\frac{\hbar^2}{2m^*}\left[(k_x+A_x)^2+(k_y+A_y)^2\right]-\frac{\hbar^2\kappa^2}{m^*}.$$

Linear spin-orbit coupling thus enters as a matrix-valued vector potential.

Along the ray $\mathbf k=k(\cos\varphi,\sin\varphi)$ the spin term is $\gamma k\,(\cos\varphi\,\mathbf n_x+\sin\varphi\,\mathbf n_y)\cdot\boldsymbol\sigma$. The squared length of the vector in brackets is $\cos^2\varphi+\sin^2\varphi+2\eta\sin\varphi\cos\varphi$. With the abbreviations

$$S=\sin2\varphi,\qquad w(\varphi)=\sqrt{1+\eta S},$$

the two branches are $E_\pm=\hbar^2k^2/2m^*\pm\gamma wk$. They cross at $k=0$, where $E=0$. Multiplying by $2m^*/\hbar^2$ gives $k^2\pm2\kappa wk=2m^*E/\hbar^2$, and for $E>0$ each sign has one positive root,

$$k_\pm=\mp\kappa w+\sqrt{\kappa^2w^2+2m^*E/\hbar^2},\qquad \Delta k_0=k_--k_+=2\kappa w .$$

The two states have opposite spin along the same in-plane axis. A superposition of them acquires the relative phase $\Delta k_0\,\ell$ over a distance $\ell$ along the ray, and a relative phase between the two eigenstates of an axis is a rotation of the spin about that axis by the same angle. A full turn takes

$$L_0(\varphi)=\frac{2\pi}{\Delta k_0}=\frac{\pi}{\kappa w(\varphi)},$$

whatever the energy. The numerator is $\pi$ and not $2\pi$ because each branch is displaced by $\kappa w$, and the spin responds to the gap between them.

"Precession length" needs this definition once $\alpha\beta\neq0$, because $L_0$ then depends on direction in the continuum itself. Throughout, $L(\varphi,E)=2\pi/\Delta k$, where $\Delta k$ is the radial gap between the two contours of energy $E>0$ along direction $\varphi$. This is the beat length for electrons entering at normal incidence through a straight boundary perpendicular to the ray, with no momentum along the boundary. The lattice error is measured by $\varepsilon=\Delta k/\Delta k_0-1$, so that $L=L_0/(1+\varepsilon)$.

## The naive grid

Let $\psi_{\mathbf r}$ be a two-component spinor on each site, and write the hopping part of the Hamiltonian as $\sum_{\mathbf r,i}c^\dagger_{\mathbf r}T_i\,c_{\mathbf r+\hat\imath}+\text{h.c.}$, so that $T_i$ multiplies $\psi_{\mathbf r+\hat\imath}$ and $T_i^\dagger$ multiplies $\psi_{\mathbf r-\hat\imath}$ in the equation for site $\mathbf r$. The three-point second derivative turns $\hbar^2k_x^2/2m^*$ into $-t(\psi_{j+1}-2\psi_j+\psi_{j-1})$ with

$$t=\frac{\hbar^2}{2m^*a^2}.$$

For the first derivative in $k_x=-i\partial_x$ a one-sided difference is excluded: it puts a spin matrix on the forward bond and none on the backward bond, and the Hamiltonian is not Hermitian. The central difference $k_x\psi\to-i(\psi_{j+1}-\psi_{j-1})/2a$ is Hermitian. It adds $-i(\gamma/2a)\,\mathbf n_x\cdot\boldsymbol\sigma$ to the coefficient of $\psi_{j+1}$ and the adjoint to that of $\psi_{j-1}$. With the dimensionless coupling $\theta=\kappa a$, one has $t\theta=(\hbar^2/2m^*a^2)(m^*\gamma a/\hbar^2)=\gamma/2a$, so the finite-difference (FD) scheme is

$$T_i^{\rm FD}=-t\,(1+i\theta\,\mathbf n_i\cdot\boldsymbol\sigma),$$

with on-site energy $4t$.

It is worth treating at once the family $T_i=-t(c+is\,\mathbf n_i\cdot\boldsymbol\sigma)$ with real $c>0$, $s>0$ and on-site energy $4tc$, of which FD is the member $(c,s)=(1,\theta)$. For a Bloch wave $\psi_{\mathbf r}=e^{i\mathbf q\cdot\mathbf r/a}u$ with $\mathbf q=\mathbf ka$, one direction contributes

$$T_ie^{iq_i}+T_i^\dagger e^{-iq_i}=-tc\,(e^{iq_i}+e^{-iq_i})-its\,\mathbf n_i\cdot\boldsymbol\sigma\,(e^{iq_i}-e^{-iq_i})=-2tc\cos q_i+2ts\sin q_i\,\mathbf n_i\cdot\boldsymbol\sigma ,$$

where $-i\cdot2i=+2$ fixes the sign of the last term. Interchanging $T$ and $T^\dagger$ reverses that sign, which leaves the spectrum unchanged and reverses the sense of precession, so without a magnetic field the mistake passes any test on energies. It also passes with a Zeeman field along $z$, because $\sigma_zT_i\sigma_z=T_i^\dagger$ for in-plane $\mathbf n_i$. The Bloch Hamiltonian and its eigenvalues are

$$H(\mathbf q)=tc\,K(\mathbf q)+2ts\sum_i\sin q_i\,\mathbf n_i\cdot\boldsymbol\sigma,\qquad E_\pm=tc\,K\pm2ts\,D,$$

$$K=2(2-\cos q_x-\cos q_y),\qquad D=\sqrt{\sin^2q_x+\sin^2q_y+2\eta\sin q_x\sin q_y},$$

where $D$ is the length of the vector $\sin q_x\,\mathbf n_x+\sin q_y\,\mathbf n_y$. The on-site value $4tc$ keeps the crossing of the branches at $E=0$.

The family respects time reversal. The condition is $\sigma_yT^*\sigma_y=T$. Complex conjugation gives $T^*=-t(c-is\,\mathbf n\cdot\boldsymbol\sigma^*)$, and $\sigma_y\boldsymbol\sigma^*\sigma_y=-\boldsymbol\sigma$ restores the sign. Every level of a finite lattice with a scalar potential is therefore a Kramers pair. For $|\eta|<1$ the splitting vanishes in the Brillouin zone not only at $\mathbf q=0$ but also at $(\pi,0)$, $(0,\pi)$ and $(\pi,\pi)$, where both sines vanish. These extra crossings lie at $4tc$ and $8tc$, far above the energies that the grid is meant to describe.

For FD, $2(1-\cos q)=q^2-q^4/12+\dots$ and $\sin q=q-q^3/6+\dots$ give

$$H^{\rm FD}-H=-\frac{t}{12}(q_x^4+q_y^4)-\frac{t\theta}{3}\sum_iq_i^3\,\mathbf n_i\cdot\boldsymbol\sigma+\dots=-a^2\left[\frac{\hbar^2}{24m^*}(k_x^4+k_y^4)+\frac{\gamma}{6}\sum_ik_i^3\,\mathbf n_i\cdot\boldsymbol\sigma\right]+\dots$$

The scheme converges as $a^2$. The error consists of a quartic correction to the band, partly isotropic and partly fourfold, and a spurious cubic spin-orbit term, which should not be mistaken for the cubic Dresselhaus term of a real crystal.

## What goes wrong on a chain

For motion along $x$ alone the continuum has an exact property. Since $-i\partial_x e^{-iA_xx}=-A_xe^{-iA_xx}$, the substitution $\psi=e^{-iA_xx}\chi$ gives $(k_x+A_x)\psi=e^{-iA_xx}k_x\chi$. The coupling disappears from the equation for $\chi$, with any scalar potential, and the spin turns at the fixed rate set by $e^{-i\kappa x\,\mathbf n_x\cdot\boldsymbol\sigma}$.

The lattice family has the same property, but with its own angle. Put $R=\sqrt{c^2+s^2}$ and define the link angle $\phi_L$, not to be confused with the direction $\varphi$, by $c=R\cos\phi_L$, $s=R\sin\phi_L$. The identity $e^{i\phi\,\mathbf n\cdot\boldsymbol\sigma}=\cos\phi+i\sin\phi\,\mathbf n\cdot\boldsymbol\sigma$, which follows from summing the series with $(\mathbf n\cdot\boldsymbol\sigma)^2=1$, gives

$$T_i=-tR\,U_i,\qquad U_i=e^{i\phi_L\mathbf n_i\cdot\boldsymbol\sigma},\qquad \tan\phi_L=\frac sc\equiv\tau .$$

Each hopping is a real number times an SU(2) matrix. For FD this reads $1+i\theta\,\mathbf n\cdot\boldsymbol\sigma=\sqrt{1+\theta^2}\,e^{i\arctan\theta\;\mathbf n\cdot\boldsymbol\sigma}$. On a chain with site potentials $V_j$ the equation is $-tR(U\psi_{j+1}+U^\dagger\psi_{j-1})+V_j\psi_j=E\psi_j$. Put $\psi_j=U^{-j}\chi_j$. Then $U\psi_{j+1}=U^{-j}\chi_{j+1}$ and $U^\dagger\psi_{j-1}=U^{-j}\chi_{j-1}$, the common factor $U^{-j}$ cancels, and $\chi$ obeys a spinless equation with hopping $tR$. If the spin is injected at one site, $\chi_j$ has the same spin direction everywhere. The matrix $U^{-j}=e^{-i(2j\phi_L)\,\mathbf n_x\cdot\boldsymbol\sigma/2}$ is the operator of a right-handed rotation by $2j\phi_L$ about $\mathbf n_x$. The spin turns by $2\phi_L$ per site at every energy and for every scalar disorder, and

$$L_{\rm axis}=\frac{2\pi a}{2\phi_L}=\frac{\pi a}{\phi_L}.$$

The continuum value is $\pi/\kappa=\pi a/\theta$. FD has $\phi_L=\arctan\theta$, so

$$\frac{L^{\rm FD}}{L_0}=\frac{\theta}{\arctan\theta}=1+\frac{\theta^2}{3}+O(\theta^4),\qquad \varepsilon^{\rm FD}_{\rm axis}=-\frac{\theta^2}{3}+\frac{\theta^4}{5}-\dots$$

The naive scheme is a link scheme with the wrong angle and with the hopping enlarged by $\sqrt{1+\theta^2}$. The error is systematic: over $n$ full turns the spin falls behind by $2\pi n\theta^2/3$, and lowering the energy does not reduce it. In the example $\theta=0.0880346$ and $\arctan\theta=0.0878082$, so $L=4\pi/0.0878082=143.112$ nm against $4\pi/0.0880346=142.744$ nm.

## The link scheme

The cure on the chain is to demand the continuum angle. In the continuum solution $\psi(x+a)=e^{-iA_x(x+a)}\chi(x+a)$, so $e^{iA_xa}\psi(x+a)=e^{-iA_xx}\chi(x+a)$ carries the same spin rotation as $\psi(x)$ and can be subtracted from it. The covariant second difference is then $-t\,(e^{iA_xa}\psi_{j+1}-2\psi_j+e^{-iA_xa}\psi_{j-1})$, which is the Peierls substitution with a matrix potential:

$$T_i^{\rm link}=-t\,e^{i\theta\,\mathbf n_i\cdot\boldsymbol\sigma},\qquad (c,s)=(\cos\theta,\sin\theta),\qquad R=1,\qquad\phi_L=\theta,\qquad\tau=\tan\theta .$$

The on-site energy needs care. The completed square carries the constant $-\hbar^2\kappa^2/m^*=-2t\theta^2$, so the direct translation is $4t-2t\theta^2$. Omitting the constant shifts all energies by $m^*\gamma^2/\hbar^2$, an amount that does not vanish as $a\to0$. The value used here, $4t\cos\theta=4t-2t\theta^2+t\theta^4/6-\dots$, differs from the direct translation by a term of order $a^2$ and puts the crossing exactly at zero. Expanding $c$ and $s$ adds $-t\theta^2q^2/2-(t\theta^3/3)\sum_iq_i\,\mathbf n_i\cdot\boldsymbol\sigma$ to the error terms found for FD, both again of order $a^2$. The scheme needs $\theta<\pi/2$. At $\theta=\pi/2$ the spin turns by $\pi$ per site and $c=0$, and beyond it $e^{i\theta\mathbf n\cdot\boldsymbol\sigma}=-e^{i(\theta-\pi)\mathbf n\cdot\boldsymbol\sigma}$ describes a rotation in the opposite sense with a hopping of reversed sign.

On the chain $L=L_0$ exactly. The same holds on the axes of the two-dimensional grid. With $q_y=0$, $D=\sin q$ and

$$E_\pm=2tc-2t\,(c\cos q\mp s\sin q)=2tc-2tR\cos(q\pm\phi_L).$$

At given $E$ both branches have the same value of the cosine, so $q_++\phi_L=q_--\phi_L$ and $a\Delta k=2\phi_L$. At $E=0$ the cosine equals $c/R=\cos\phi_L$, so $q_+=0$, which is why $E>0$ is the condition for two positive roots.

## Why two dimensions cannot be cured the same way

In two dimensions one would try $\psi_{x,y}=U_x^{-x}U_y^{-y}\chi_{x,y}$, with $x,y$ now integers. The $x$ hopping works as before. The $y$ hopping produces $U_yU_x^{-x}U_y^{-y-1}$, which reduces to $U_x^{-x}U_y^{-y}$ only if $U_x$ and $U_y$ commute. No other choice of site rotations can do better, as the product of links around a plaquette shows. Going from $\mathbf r$ to $\mathbf r+\hat x$, $\mathbf r+\hat x+\hat y$, $\mathbf r+\hat y$ and back, the product is $W=U_xU_yU_x^\dagger U_y^\dagger$. Under $\psi_{\mathbf r}=G_{\mathbf r}\chi_{\mathbf r}$ each link becomes $G_{\mathbf r}^\dagger U_iG_{\mathbf r+\hat\imath}$, the inner factors cancel around the loop, and $W\to G_{\mathbf r}^\dagger WG_{\mathbf r}$. All links can become $1$ only if $W=1$.

To compute $W$, write $c_L=\cos\phi_L$, $s_L=\sin\phi_L$ and use $(\mathbf a\cdot\boldsymbol\sigma)(\mathbf b\cdot\boldsymbol\sigma)=\mathbf a\cdot\mathbf b+i(\mathbf a\times\mathbf b)\cdot\boldsymbol\sigma$. Only the spin parts fail to commute, so $[U_x,U_y]=(is_L)^2\,2i\nu\sigma_z=-2is_L^2\nu\sigma_z$. Writing $U_xU_y=U_yU_x+[U_x,U_y]$,

$$W=1-2is_L^2\nu\,\sigma_zU_x^\dagger U_y^\dagger,\qquad U_x^\dagger U_y^\dagger=c_L^2-ic_Ls_L(\mathbf n_x+\mathbf n_y)\cdot\boldsymbol\sigma-s_L^2(\eta+i\nu\sigma_z).$$

The vectors $\mathbf n_i$ lie in the plane, so only the last term contributes to $\tfrac12{\rm Tr}\,\sigma_zU_x^\dagger U_y^\dagger=-is_L^2\nu$, and

$$\tfrac12{\rm Tr}\,W=1-2is_L^2\nu\,(-is_L^2\nu)=1-2\sin^4\phi_L\,(1-\eta^2).$$

For small $\theta$, $U_x^\dagger U_y^\dagger\to1$ and $W\approx1-2i\theta^2\nu\sigma_z$. This is not a lattice defect. In the continuum $[k_x+A_x,k_y+A_y]=[A_x,A_y]=2i\kappa^2\nu\sigma_z$, and $W-1\approx-a^2[A_x,A_y]$ is, up to the sign, that field strength times the plaquette area. The spin rotation between two points depends on the path, so the coupling cannot be removed by site rotations as on the chain. This obstruction is not the only source of error off the axes: the general formula derived below gives a nonzero $\varepsilon$ on most oblique rays even when the links commute.

The obstruction vanishes for $\nu=0$, that is $\alpha=\pm\beta$, where $\mathbf n_y=\pm\mathbf n_x$. The links commute, the substitution above works on any lattice with open boundaries, and the spectrum is twice that of a spinless lattice with hopping $tR$, for any scalar potential. The spin component along $\mathbf n_x$ is conserved and the spin pattern $U_x^{-x}U_y^{-y}$ is the persistent spin helix. Both schemes keep this symmetry exactly. FD has the pitch wrong, through $\arctan\theta$ in place of $\theta$, and the links have it right. With periodic boundaries the substitution leaves a spin-dependent twist at the boundary, and the spectra no longer coincide in general.

## The diagonals

A second set of rays can be solved exactly. On the diagonal $q_x=q_y=u=q/\sqrt2$, $K=4(1-\cos u)$ and $D=\sqrt{2+2\eta}\,\sin u=2\rho\sin u$ with $\rho=\sqrt{(1+\eta)/2}$. Then $E_\pm=4tc-4t(c\cos u\mp s\rho\sin u)$, which has the form met on the axis with $s$ replaced by $s\rho$, so $u_--u_+=2\arctan(\tau\rho)$. On the other diagonal, $q_x=-q_y$, the cross term in $D$ changes sign. Restoring $q=\sqrt2u$,

$$a\Delta k=2\sqrt2\,\arctan(\tau\rho_\pm),\qquad\rho_\pm=\sqrt{(1\pm\eta)/2}\qquad(\varphi=45^\circ,\ 135^\circ),$$

independent of energy. The continuum value is $2\theta w=2\theta\sqrt{1\pm\eta}=2\sqrt2\,\theta\rho_\pm$. Exactness on a diagonal needs $\tau=\tan(\theta\rho)/\rho$ and exactness on the axes needs $\tau=\tan\theta$. Since $\tan x/x$ increases with $x$, the two agree only for $\rho=1$, the helix case, where the other diagonal has $\rho=0$ and no splitting. Otherwise no single $\tau$ serves both.

Write $\tau=\theta(1+\lambda\theta^2+\dots)$, with $\lambda=0$ for FD and $\lambda=1/3$ for links, from $\tan\theta=\theta+\theta^3/3+\dots$. With $\arctan x=x-x^3/3+\dots$, the diagonal error is $\varepsilon=\theta^2(\lambda-\rho_\pm^2/3)=\theta^2[\lambda-(1\pm\eta)/6]$. FD gives $-\theta^2(1\pm\eta)/6$ and links give $+\theta^2(1\mp\eta)/6$. On the diagonal with the weak splitting FD is the better scheme.

## The general ray

Divide the dispersion by $tc$: $E/tc=K\pm2\tau D$. Put $q_x=q\xi$, $q_y=q\zeta$ with $\xi=\cos\varphi$, $\zeta=\sin\varphi$, $\xi\zeta=S/2$. The expansion parameters are $q$ and $\theta$, both proportional to $a$ at fixed physics. The kinetic function is

$$K=q^2-\frac{P}{12}q^4+O(q^6),\qquad P=\xi^4+\zeta^4=1-2\xi^2\zeta^2=1-\frac{S^2}{2}.$$

For $D$, use $\sin^2x=x^2-x^4/3+\dots$ and $\sin q_x\sin q_y=q^2\xi\zeta-q^4\xi\zeta(\xi^2+\zeta^2)/6+\dots$, whose multiple by $2\eta$ is $\eta Sq^2-\eta Sq^4/6$. Then

$$D^2=w^2q^2-\frac{N}{3}q^4+\dots,\qquad N=P+\frac{\eta S}{2},\qquad D=wq-\frac{N}{6w}q^3+O(q^5),$$

the last step from $\sqrt{1-x}\approx1-x/2$ and valid for $w\neq0$. Let the roots be $q_-=\bar q+\delta$ on the lower branch and $q_+=\bar q-\delta$ on the upper, so that $a\Delta k=2\delta$. Equating the two energies gives the exact relation

$$K(\bar q+\delta)-K(\bar q-\delta)=2\tau\,[D(\bar q+\delta)+D(\bar q-\delta)].$$

The binomial expansions needed are $(\bar q+\delta)^2-(\bar q-\delta)^2=4\bar q\delta$, $(\bar q+\delta)^4-(\bar q-\delta)^4=8\bar q^3\delta+8\bar q\delta^3$, and $(\bar q+\delta)^3+(\bar q-\delta)^3=2\bar q^3+6\bar q\delta^2$. Inserting them,

$$4\bar q\delta-\frac{P}{12}\,(8\bar q^3\delta+8\bar q\delta^3)=2\tau\left[2w\bar q-\frac{N}{6w}(2\bar q^3+6\bar q\delta^2)\right],$$

and dividing by $4\bar q$,

$$\delta\left[1-\frac P6(\bar q^2+\delta^2)\right]=\tau w\left[1-\frac{N}{6w^2}(\bar q^2+3\delta^2)\right].$$

At leading order $\delta=\tau w$. This value may be used inside the brackets, since the error so made is of order $a^4$. Dividing by the left bracket with $1/(1-x)\approx1+x$,

$$\frac{\delta}{\tau w}=1+\frac{\bar q^2}{6}\,\frac{Pw^2-N}{w^2}+\frac{\tau^2}{6}\,(Pw^2-3N)+O(a^4).$$

The two coefficients simplify with $w^2=1+\eta S$:

$$Pw^2-N=\eta S\left(P-\tfrac12\right)=\tfrac12\eta S(1-S^2),$$

$$Pw^2-3N=-2P+\eta S\left(P-\tfrac32\right)=-\left[2-S^2+\tfrac12\eta S(1+S^2)\right].$$

The mean radius is needed at leading order only. Adding the two dispersion equations with $K=q^2$, $D=wq$ gives $2\bar q^2+2\delta^2-4\tau w\delta=2E/tc$, and with $\delta=\tau w$, $\tau\approx\theta$, $c\approx1$ this is $\bar q^2=E/t+\theta^2w^2$. Finally $1+\varepsilon=\delta/\theta w=(\tau/\theta)(\delta/\tau w)$, so

$$\varepsilon=\theta^2\left\{\lambda-\frac16\left[2-S^2+\frac{\eta S(1+S^2)}{2}\right]\right\}+\bar q^2\,\frac{\eta S(1-S^2)}{12\,w^2}+O(a^4).$$

On the axes $S=0$ and $\varepsilon=\theta^2(\lambda-1/3)$. On the diagonals $S=\pm1$, the bracket is $1\pm\eta$ and the $\bar q^2$ term vanishes. Both agree with the exact rays. The factor $1/w^2$ does not produce a divergence as $|\eta|\to1$: since $1+\eta S\ge1-|S|$ and $1-S^2=(1-|S|)(1+|S|)$, the ratio $(1-S^2)/w^2$ never exceeds $1+|S|$. For $\eta=1$ the term is $\bar q^2S(1-S)/12$. On the ray where $w=0$ both splittings vanish and $\varepsilon$ is undefined.

The choice between FD and links enters only through $\lambda\theta^2$, a shift that is the same in all directions. It cannot change the angular dependence of $\varepsilon$ at this order, and it cannot touch the $\bar q^2$ term. This is the reason for the numbers at $112.5^\circ$.

The general formula gives the error on any ray to order $a^2$ and shows that choosing between FD and links only shifts it by the same amount in all directions, leaving the $\bar q^2$ term untouched. What remains is to explain where that term comes from, to treat pure Rashba coupling, and to turn the results into a procedure tested on two examples.
